# The Cubic Ligand Field and t2g Orbitals Along a Threefold Axis

## Symmetry fixes the form

On the unit sphere, a function of rank 4 is a sum of nine harmonics $C_{4q}=\sqrt{4\pi/9}\,Y_{4q}$, with the Condon–Shortley phase. For a ligand field of cubic symmetry, viewed along a threefold axis, symmetry removes nearly all of this freedom.

Let $x,y,z$ be the components of a unit vector along the cubic axes, and consider
$$F=C_{40}+\sqrt{\tfrac{5}{14}}\,(C_{44}+C_{4,-4}).\qquad(1)$$
The harmonics are $C_{40}=(35z^4-30z^2+3)/8$ and $C_{4,\pm4}=\frac{\sqrt{70}}{16}(x\pm iy)^4$. Since $\sqrt{5/14}\,\sqrt{70}/8=5/8$,
$$8F=35z^4-30z^2+3+5(x^4-6x^2y^2+y^4).$$
From $x^2+y^2=1-z^2$ one has $2x^2y^2=(1-z^2)^2-x^4-y^4$. The last bracket is therefore $4(x^4+y^4)-3(1-z^2)^2$, and
$$F=\tfrac52\left(x^4+y^4+z^4-\tfrac35\right).\qquad(2)$$
This form is visibly cubic. Now take the right-handed axes
$$X=\tfrac{2z-x-y}{\sqrt6},\quad Y=\tfrac{x-y}{\sqrt2},\quad Z=\tfrac{x+y+z}{\sqrt3},\qquad(3)$$
with polar angles $\theta,\varphi$, and write $F=\sum_q b_qC_{4q}(\theta,\varphi)$. Four facts restrict the $b_q$.

- The cyclic exchange $x\to y\to z\to x$ is a rotation by $120^\circ$ about $Z$. It leaves $F$ unchanged, so $e^{2\pi iq/3}=1$ wherever $b_q\neq0$. With $|q|\le4$ this leaves $q=0,\pm3$.
- The exchange $x\leftrightarrow y$ reverses $Y$, hence $\varphi\to-\varphi$. Because $C_{4q}(\theta,-\varphi)=(-1)^qC_{4,-q}(\theta,\varphi)$, it follows that $b_{-3}=-b_3$. Since $F$ is real, $b_3$ is real too.
- On the $Z$ axis $C_{4q}=\delta_{q0}$, so $b_0$ is the value of $F$ there. With $x^2=y^2=z^2=\frac13$, (2) gives $b_0=\frac52(\frac13-\frac35)=-\frac23$.
- A rotation preserves $\sum_q|b_q|^2$, which is $1+2\cdot\frac5{14}=\frac{12}7$ in (1). Hence $2b_3^2=\frac{12}7-\frac49=\frac{80}{63}$, or $|b_3|=\frac23\sqrt{10/7}$.

One sign is left open. It depends on the direction of $X$, and the rotation matrix determines it.

## Theorem and assumptions

Consider one d electron in the potential $V=21Dq\,F$, with the radial average absorbed in $Dq$ and $Dq>0$, as for an octahedron of negative ligands. The constant term of the potential is dropped. Cubic symmetry forbids a rank-2 term, and ranks above 4 have no matrix elements between d orbitals, because a product of two rank-2 harmonics contains no rank above 4. Spin–orbit coupling and electron repulsion are left out.

Let $|m\rangle$ be the d orbital with projection $m$ on $Z$, let $\omega=e^{2\pi i/3}$, and let $d_{xy}$, $d_{yz}$, $d_{zx}$ be the normalized cubic orbitals.

**Theorem.** (a) In the axes (3),
$$F=-\tfrac23\left[C_{40}+\sqrt{\tfrac{10}{7}}\,(C_{43}-C_{4,-3})\right].\qquad(4)$$
(b) The t2g level, at $-4Dq$, is spanned by
$$a_{1g}=|0\rangle=\tfrac1{\sqrt3}(d_{xy}+d_{yz}+d_{zx}),$$
$$e_g'^{+}=\sqrt{\tfrac23}|2\rangle-\sqrt{\tfrac13}|{-1}\rangle=\tfrac1{\sqrt3}(d_{xy}+\omega d_{zx}+\omega^2d_{yz}),$$
$$e_g'^{-}=\sqrt{\tfrac23}|{-2}\rangle+\sqrt{\tfrac13}|1\rangle=\tfrac1{\sqrt3}(d_{xy}+\omega^2d_{zx}+\omega d_{yz}).$$

These labels classify states by trigonal symmetry. The cubic field itself keeps all three degenerate.

## Lemma 1: how the coefficients rotate

Let $\mathbf r=R\mathbf r'$, where $\mathbf r$ holds the cubic components of a vector and $\mathbf r'$ its trigonal components. If $F=\sum_qa_qC_{4q}(\mathbf r)=\sum_{q'}b_{q'}C_{4q'}(\mathbf r')$, then
$$b_{q'}=\sum_qa_q\,[D^4_{qq'}(R)]^*.\qquad(5)$$

*Proof.* Rotating a function means evaluating it at the back-rotated point, so the definition of $D^4$ reads $C_{4q'}(R^{-1}\mathbf r)=\sum_qC_{4q}(\mathbf r)D^4_{qq'}$. The left side is $C_{4q'}(\mathbf r')$. Multiply by $[D^4_{pq'}]^*$ and sum over $q'$. Unitarity gives $C_{4p}(\mathbf r)=\sum_{q'}[D^4_{pq'}]^*C_{4q'}(\mathbf r')$. Inserting this in $F$ proves (5). ∎

The columns of $R$ are the new axes. For $R=R_z(\alpha)R_y(\beta)R_z(\gamma)$ with $\gamma=0$ they are $(\cos\alpha\cos\beta,\sin\alpha\cos\beta,-\sin\beta)$, $(-\sin\alpha,\cos\alpha,0)$ and $(\cos\alpha\sin\beta,\sin\alpha\sin\beta,\cos\beta)$. The third is $(1,1,1)/\sqrt3$ if $\alpha=45^\circ$ and $\cos\beta=1/\sqrt3$, so $\beta\approx54.74^\circ$. The first is then $(1,1,-2)/\sqrt6$, which is opposite to $X$ in (3). Setting $\gamma=180^\circ$ reverses the first two columns and gives (3).

With $D^4_{qq'}=e^{-iq\alpha}d_{qq'}(\beta)e^{-iq'\gamma}$ and $e^{\pm4i\alpha}=-1$, (5) becomes
$$b_{q'}=e^{iq'\gamma}\left[d_{0q'}-\sqrt{\tfrac5{14}}\,(d_{4q'}+d_{-4,q'})\right].\qquad(6)$$

## Lemma 2: the rotation elements

At $\cos\beta=1/\sqrt3$, $\sin\beta=\sqrt{2/3}$:
$$d_{00}=-\tfrac7{18},\quad d_{\pm4,0}=\tfrac{\sqrt{70}}{36},\quad d_{03}=\tfrac{\sqrt{70}}{18},\quad d_{43}+d_{-4,3}=-\tfrac59.$$

*Proof.* Put $\mathbf r$ on the new $Z$ axis in the relation for $C_{4p}(\mathbf r)$ above. There $C_{4q'}(\mathbf r')=\delta_{q'0}$, and for $\alpha=0$ this gives $d_{p0}(\beta)=C_{4p}(\beta,0)$. Hence
$$d_{00}=\tfrac18\left(\tfrac{35}9-10+3\right)=-\tfrac7{18},\qquad d_{\pm4,0}=\tfrac{\sqrt{70}}{16}\cdot\tfrac49=\tfrac{\sqrt{70}}{36}.$$
The matrix $d$ is real and orthogonal, so $d_{03}(\beta)=d_{30}(-\beta)$. Since $C_{43}=-\frac{\sqrt{35}}4\sin^3\theta\cos\theta\,e^{3i\varphi}$ is odd in $\sin\theta$, this gives
$$d_{03}=\tfrac{\sqrt{35}}4\sin^3\beta\cos\beta=\tfrac{\sqrt{35}}4\cdot\tfrac{2\sqrt2}9=\tfrac{\sqrt{70}}{18}.$$
For the last pair, build angular momentum 4 from eight spins ½. The state with $m=3$ is the symmetric sum of eight products with seven spins up and one down, divided by $\sqrt8$. Let $c=\cos(\beta/2)$ and $s=\sin(\beta/2)$. A rotation sends up to $c\,$up$\,+s\,$down, and down to $-s\,$up$\,+c\,$down. The amplitudes for all spins up and for all spins down are
$$d_{43}=-\sqrt8\,c^7s,\qquad d_{-4,3}=\sqrt8\,s^7c.$$
Their sum is $-\sqrt8\,cs(c^6-s^6)$. Here $cs=\frac12\sin\beta$, and
$$c^6-s^6=(c^2-s^2)(c^4+c^2s^2+s^4)=\cos\beta\left(1-\tfrac14\sin^2\beta\right),$$
because $c^4+c^2s^2+s^4=(c^2+s^2)^2-c^2s^2$. The sum is therefore $-\sqrt2\cdot\frac{\sqrt2}3\cdot\frac56=-\frac59$. ∎

## Proof of part (a)

Write $\sqrt{5/14}=\sqrt{70}/14$. From (6),
$$b_0=-\tfrac7{18}-2\cdot\tfrac{\sqrt{70}}{14}\cdot\tfrac{\sqrt{70}}{36}=-\tfrac7{18}-\tfrac5{18}=-\tfrac23.$$
For $q'=3$ the prefactor is $e^{3i\pi}=-1$, and
$$b_3=-\left[\tfrac{\sqrt{70}}{18}+\tfrac{\sqrt{70}}{14}\cdot\tfrac59\right]=-\tfrac{2\sqrt{70}}{21}=-\tfrac23\sqrt{\tfrac{10}7}.$$
The symmetry argument gave $b_{-3}=-b_3$ and no other terms. This is (4). ∎

**Remark on the sign.** Turn the axes $X,Y$ by a further angle $\chi$ about $Z$. The new azimuth is $\varphi-\chi$, so $b_{\pm3}$ acquires the factor $e^{\pm3i\chi}$ while $b_0$ stays the same. At $\chi=180^\circ$ the sign before the root in (4) reverses. At $\chi=30^\circ$ the bracket contains $i(C_{43}+C_{4,-3})$. A sum of the two harmonics thus comes with an imaginary factor, as a real potential requires.

**Reading the field.** Inserting the harmonics in (4) gives
$$F=-\tfrac23C_{40}(\theta)+\tfrac{5\sqrt2}3\sin^3\theta\cos\theta\cos3\varphi.$$
The cubic $z$ axis has $\cos\theta=1/\sqrt3$ and, since $X$ leans towards $+z$, $\varphi=0$. There $F=\frac7{27}+\frac{20}{27}=1$, the value that (1) gives on its own polar axis. Most of it comes from the threefold term. Along $Z$, between three ligands, $F=-\frac23$.

## Lemma 3: the d-shell matrix

In the basis $|m\rangle$, $V$ has the diagonal elements
$$V_{00}=-4Dq,\quad V_{\pm1,\pm1}=\tfrac83Dq,\quad V_{\pm2,\pm2}=-\tfrac23Dq,$$
the couplings
$$\langle2|V|{-1}\rangle=\tfrac{10\sqrt2}3Dq,\quad\langle1|V|{-2}\rangle=-\tfrac{10\sqrt2}3Dq,$$
and their conjugates. All other elements vanish.

*Proof.* Normalize orbitals to mean square one on the sphere, $|m\rangle=\sqrt5\,C_{2m}$, and let $u=\cos\theta$. The densities are
$$\rho_2=\tfrac{15}8(1-u^2)^2,\quad\rho_1=\tfrac{15}2u^2(1-u^2),\quad\rho_0=\tfrac54(3u^2-1)^2.$$
The mean of $C_{40}$ picks out the $C_{40}$ part of a density. Since $u^4=\frac8{35}C_{40}+$ lower ranks, and the mean of $C_{40}^2$ is $\frac19$, that mean is $\frac8{315}$ times the coefficient of $u^4$. These coefficients are $\frac{15}8$, $-\frac{15}2$ and $\frac{45}4$. So $\langle C_{40}\rangle=\frac1{21},-\frac4{21},\frac6{21}$ for $|m|=2,1,0$. Multiplying by $21Dq\cdot(-\frac23)=-14Dq$ gives the diagonal.

$C_{43}$ raises $m$ by 3, which allows two pairs. With $C_{2,\pm2}=\sqrt{3/8}\,\sin^2\theta\,e^{\pm2i\varphi}$ and $C_{2,\pm1}=\mp\sqrt{3/2}\,\sin\theta\cos\theta\,e^{\pm i\varphi}$,
$$\langle2|C_{43}|{-1}\rangle=5\cdot\tfrac34\cdot\left(-\tfrac{\sqrt{35}}4\right)\int_0^1(1-u^2)^3u^2\,du.$$
The integral is $\frac13-\frac35+\frac37-\frac19=\frac{16}{315}$, so the element is $-\sqrt{35}/21$. For $\langle1|C_{43}|{-2}\rangle$ the magnitudes are the same, but $C_{21}$ brings a minus sign where $C_{2,-1}$ had a plus, so the element is $+\sqrt{35}/21$. As $-C_{4,-3}=C_{43}^*$, the second harmonic in (4) supplies the Hermitian conjugates. Finally $-14\sqrt{10/7}\cdot(-\sqrt{35}/21)=\frac23\sqrt{50}=\frac{10\sqrt2}3$. ∎

## Proof of part (b)

The state $|0\rangle$ is uncoupled and lies at $-4Dq$. In the block $\{|2\rangle,|{-1}\rangle\}$ the trace is $2Dq$ and the determinant is $(-\frac{16}9-\frac{200}9)Dq^2=-24Dq^2$. The eigenvalues solve $E^2-2DqE-24Dq^2=0$, which gives $E=-4Dq$ and $6Dq$. The second block has the same trace and determinant. The spectrum is the triplet and doublet of the cubic field, $10Dq$ apart.

For $E=-4Dq$ and a vector $a|2\rangle+b|{-1}\rangle$, the first row reads
$$\left(-\tfrac23+4\right)a+\tfrac{10\sqrt2}3b=0,$$
so $a=-\sqrt2\,b$. Normalization gives $e_g'^+$. In the block $\{|{-2}\rangle,|1\rangle\}$ the coupling has the opposite sign, hence $a=+\sqrt2\,b$ and $e_g'^-$. The orthogonal vectors form the upper doublet:
$$e_g^+=\sqrt{\tfrac13}|2\rangle+\sqrt{\tfrac23}|{-1}\rangle,\quad e_g^-=\sqrt{\tfrac13}|{-2}\rangle-\sqrt{\tfrac23}|1\rangle.$$

Next come the cubic forms, with $d_{xy}=\sqrt{15}\,xy$ and likewise for the others. On the unit sphere $3Z^2-1=(x+y+z)^2-1=2(xy+yz+zx)$. Therefore
$$|0\rangle=\tfrac{\sqrt5}2(3Z^2-1)=\sqrt5\,(xy+yz+zx),$$
which is the stated $a_{1g}$. For the doublet, (3) gives
$$w\equiv X+iY=\sqrt{\tfrac23}\,(z+\omega x+\omega^2y).$$
Set $Q=z^2+\omega^2x^2+\omega y^2$ and $T=xy+\omega zx+\omega^2yz$. Using $\omega^3=1$ and $1+\omega+\omega^2=0$,
$$w^2=\tfrac23(Q+2T),\qquad w^*Z=\tfrac{\sqrt2}3(Q-T).$$
The second follows from $(z+\omega^2x+\omega y)(x+y+z)$, where the coefficients of $xy$, $zx$, $yz$ are $\omega^2+\omega=-1$, $1+\omega^2=-\omega$, $1+\omega=-\omega^2$. Since $|2\rangle=\frac{\sqrt{15}}{2\sqrt2}w^2$ and $|{-1}\rangle=\sqrt{\frac{15}2}\,w^*Z$,
$$e_g'^+=\sqrt{15}\left[\tfrac{w^2}{2\sqrt3}-\tfrac{w^*Z}{\sqrt6}\right]=\tfrac{\sqrt{15}}{3\sqrt3}\,[Q+2T-Q+T]=\sqrt{15}\,\tfrac{T}{\sqrt3}.$$
The squares cancel, leaving the stated form. Complex conjugation sends $|2\rangle\to|{-2}\rangle$ and $|{-1}\rangle\to-|1\rangle$, which turns $e_g'^+$ into $e_g'^-$. ∎

**Real partners and orbital moment.** The combinations $(e_g'^++e_g'^-)/\sqrt2$ and $(e_g'^+-e_g'^-)/(i\sqrt2)$ are
$$\tfrac1{\sqrt6}(2d_{xy}-d_{yz}-d_{zx}),\qquad\tfrac1{\sqrt2}(d_{zx}-d_{yz}).$$
The complex pair carries an orbital moment along $Z$: $\langle L_Z\rangle=\pm(\frac23\cdot2-\frac13)\hbar=\pm\hbar$. The three t2g states share no value of $m$, so $L_Z$ is diagonal among them, with values $\hbar,0,-\hbar$.

**Phases in the other frame.** Turning $X,Y$ by $180^\circ$ reverses the sign of the orbitals with odd $m$. The state $e_g'^+$ then reads $\sqrt{2/3}|2\rangle+\sqrt{1/3}|{-1}\rangle$. The field and the orbitals must be taken in the same frame.

## Corollary: a trigonal term splits t2g

Add an axial potential $B\,C_{20}$ about $Z$, and let $\Delta=10Dq$. Then $a_{1g}$ remains an eigenstate with
$$E(a_{1g})=-4Dq+\tfrac27B,$$
and the two doublets lie at
$$E_\mp=Dq-\tfrac B{14}\mp\tfrac12\sqrt{\left(\Delta+\tfrac B7\right)^2+\tfrac{8B^2}{49}}.\qquad(7)$$

*Proof.* The densities of Lemma 3 give $\langle u^2\rangle=\frac17$ for $|m|=2$ and $\frac37$ for $|m|=1$. Hence $\langle C_{20}\rangle=\frac12(3\langle u^2\rangle-1)=-\frac27$ and $\frac17$. The five densities add up to a constant, so the trace vanishes and $m=0$ has $+\frac27$. The term is diagonal in $m$ and leaves $|0\rangle$ uncoupled. In the doublets,
$$\langle e_g'^+|C_{20}|e_g'^+\rangle=\tfrac23\left(-\tfrac27\right)+\tfrac13\cdot\tfrac17=-\tfrac17,$$
$$\langle e_g^+|C_{20}|e_g^+\rangle=\tfrac13\left(-\tfrac27\right)+\tfrac23\cdot\tfrac17=0,$$
$$\langle e_g'^+|C_{20}|e_g^+\rangle=\tfrac{\sqrt2}3\left(-\tfrac27-\tfrac17\right)=-\tfrac{\sqrt2}7.$$
The matrix with diagonal $-4Dq-B/7$, $6Dq$ and coupling $-\sqrt2B/7$ has the eigenvalues (7). The other pair has the same diagonal and the same size of coupling. ∎

For $|B|\ll\Delta$, expanding the root gives
$$E(a_{1g})-E_-\approx\tfrac37B+\tfrac{2B^2}{49\Delta}.$$
To first order a positive $B$ puts $a_{1g}$ above $e_g'$, and a negative one reverses the order. In the opposite limit, $B>0$ and $\Delta\to0$, (7) gives $-\frac27B$ and $\frac17B$. The lower doublet is then $|{\pm2}\rangle$, one third of which belongs to the cubic $e_g$ states. The remaining two thirds is t2g, so the doublet is still mostly $e_g'$ but can no longer be treated as a pure t2g state. Displacing the ligands also changes the rank-4 coefficients in (4), at first order in the displacement, and this model leaves that out. For six point charges tilted by $2^\circ$ towards $Z$ at fixed distance, $b_0$ goes from $-0.667$ to $-0.706$ and $b_3$ from $-0.797$ to $-0.774$. At $\Delta=2$ eV this alone contributes about $-0.08$ eV to $E(a_{1g})-E_-$, opposite in sign to the rank-2 term of the same tilt. The size and order of the splitting in a distorted octahedron therefore do not follow from $B$ alone.

## Worked example

Take the round model parameters $\Delta=2$ eV, so $Dq=0.2$ eV, and $B=0.35$ eV. Without $B$, the diagonal elements for $|m|=0,1,2$ are $-0.800$, $0.533$ and $-0.133$ eV, and the couplings are $\pm0.943$ eV. Dropping the couplings would leave three separate levels and a false axial splitting. With them, each block has trace $0.400$ eV and determinant $-0.133\cdot0.533-0.943^2\approx-0.960$ eV², hence levels at $-0.800$ and $1.200$ eV.

With the trigonal term, $B/7=0.05$ eV. The $a_{1g}$ level moves to $-0.800+0.100=-0.700$ eV. To first order the doublet moves to $-0.850$ eV, a splitting of $0.150$ eV. The coupling to the upper doublet is $-0.0707$ eV across a gap of $2.05$ eV. It lowers the doublet by a further $0.0707^2/2.05\approx0.0024$ eV, to $-0.8524$ eV, and raises the upper one to $1.2024$ eV. The splitting within the model is $0.1524$ eV, or about $1230\ \mathrm{cm^{-1}}$. The first-order value is low by $1.6\%$ of this.

The weight of cubic $e_g$ in the lower doublet is about $(0.0707/2.05)^2\approx0.0012$, so within this model the t2g description of the doublet holds well at this field strength; when the rank-4 coefficients change too, the same splitting can come with a different $e_g$ weight. The numerical output gives the matrix elements, the coupling, the exact levels, both splittings and the $e_g$ weight with further digits, along with the rotation elements of Lemma 2; the trace, determinant, first-order doublet level, gap, second-order shift and percentage above follow from these by hand.

## Calculated quantities

```
Euler angle alpha: 45.0000 deg
Euler angle beta: 54.7356 deg
Euler angle gamma: 180.0000 deg
d4(0,0): -0.388889 (no unit)
d4(4,0): 0.232406 (no unit)
d4(0,3): 0.464811 (no unit)
d4(4,3) + d4(-4,3): -0.555556 (no unit)
coefficient of C40, trigonal axes: -0.666667 (no unit)
coefficient of C43, trigonal axes: -0.796819 (no unit)
coefficient of C4,-3, trigonal axes: 0.796819 (no unit)
ratio C43/C40: 1.195229 (no unit)
squared norm, cubic axes: 1.714286 (no unit)
squared norm, trigonal axes: 1.714286 (no unit)
field F on a cubic axis: 1.000000 (no unit)
field F on the threefold axis: -0.666667 (no unit)
input 10Dq: 2.000 eV
input B: 0.350 eV
<0|V|0>: -0.800000 eV
<1|V|1>: 0.533333 eV
<2|V|2>: -0.133333 eV
<2|V|-1>: 0.942809 eV
<1|V|-2>: -0.942809 eV
cubic t2g level: -0.800000 eV
cubic eg level: 1.200000 eV
weight of |2> in eg'+: 0.666667 (no unit)
weight of |-1> in eg'+: 0.333333 (no unit)
<L_Z> in eg'+: 1.0000 hbar
<L_Z> in eg'-: -1.0000 hbar
coupling <eg'+|B C20|eg+>: -0.070711 eV
lower doublet level with B: -0.852436 eV
a1g level with B: -0.700000 eV
upper doublet level with B: 1.202436 eV
first-order splitting a1g - eg': 0.150000 eV
exact splitting a1g - eg': 0.152436 eV
exact splitting a1g - eg': 1229.5 cm^-1
cubic eg weight in lower doublet: 0.001186 (no unit)
```
